# Inverse-Cube Lattice Sums and Self-Consistent Depolarization of Surface Dipoles

## The cost of cutting the sum

A sheet of parallel dipoles changes the electrostatic potential across a surface, and each dipole is weakened by the field of the others. Suppose that field is found by adding the contributions of all neighbours within ten lattice spacings on a square lattice. The sum is then 8.408 in units of the inverse cube of the spacing, while the infinite lattice gives 9.034. Seven percent is missing. The remainder falls only as the inverse of the cutoff radius, so an error of one percent needs a radius of about 70 spacings and some 15,000 sites.

Replacing the sites outside the disc by a continuum removes most of this error. What is left comes from the irregular number of lattice points in a circle, and it can be bounded, predicted and reduced.

## The field and the tail

Take identical point dipoles $p$, normal to the plane $z=0$, on a square lattice of spacing $a$. Equations are in Hartree atomic units, in which $4\pi\varepsilon_0=1$. One dipole produces the potential and normal field

$$
\phi=\frac{pz}{(r^2+z^2)^{3/2}},\qquad
E_z=-\frac{\partial\phi}{\partial z}\bigg|_{z=0}=-\frac{p}{r^3},
$$

where $r$ is the distance in the plane. The minus sign means that side-by-side parallel dipoles oppose one another. The field at a site is therefore

$$
E=-\frac{pS}{a^3},\qquad S=\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
$$

Until the example, lengths in lattice sums are measured in units of $a$. Let $N(R)$ be the number of sites with $r\le R$, including the origin, and write $N(r)=\pi r^2+\Delta(r)$. The part of the sum outside the disc is

$$
\int_R^\infty\frac{dN}{r^3}
=\int_R^\infty\frac{2\pi r\,dr}{r^3}+\int_R^\infty\frac{d\Delta}{r^3}
=\frac{2\pi}{R}-\frac{\Delta(R)}{R^3}+3\int_R^\infty\frac{\Delta(r)}{r^4}\,dr .
$$

The last step is integration by parts; the boundary term at infinity vanishes because $\Delta$ grows no faster than $r$, as shown below. The plain tail rule keeps the first term:

$$
S_{\rm tail}(R)=\sum_{0<r\le R}\frac1{r^3}+\frac{2\pi}{R},\qquad
S_{\rm tail}-S=\frac{\Delta(R)}{R^3}-3\int_R^\infty\frac{\Delta}{r^4}\,dr .
$$

The term $\Delta(R)/R^3$ need not be thrown away, since $N(R)$ is known once the sites have been visited. Using $\Delta=N-\pi R^2$ gives the count-corrected rule

$$
S_{\rm count}(R)=\sum_{0<r\le R}\frac1{r^3}+\frac{3\pi}{R}-\frac{N(R)}{R^3},
\qquad S_{\rm count}-S=-3\int_R^\infty\frac{\Delta}{r^4}\,dr .
$$

## A strict bound and a typical error

Draw a unit square around each site. No point of a square is farther than $1/\sqrt2$ from its centre. The squares belonging to the $N(R)$ sites thus lie inside a circle of radius $R+1/\sqrt2$ and cover a circle of radius $R-1/\sqrt2$. Their total area is $N(R)$, so

$$
|\Delta(R)|\le\pi\left(\sqrt2\,R+\tfrac12\right).
$$

Inserting this in both error terms of the plain rule gives

$$
|S_{\rm tail}-S|\le\frac{\sqrt2\pi}{R^2}+\frac{\pi}{2R^3}
+\frac{3\sqrt2\pi}{2R^2}+\frac{\pi}{2R^3}
=\frac{5\pi}{\sqrt2R^2}+\frac{\pi}{R^3}.
$$

This is a guarantee, not an estimate. At $R=100$ it is $1.1\times10^{-3}$.

The typical error is much smaller because $|\Delta|$ typically grows only as $\sqrt R$, not as $R$, as the following expansion shows. The Fourier transform of a disc of radius $R$ at wavevector $2\pi k$ is $RJ_1(2\pi kR)/k$. Poisson summation turns the count into a sum over integer vectors $k$. If $r_2(m)$ is the number of integer pairs with $i^2+j^2=m$, then

$$
\Delta(R)=R\sum_{m\ge1}\frac{r_2(m)}{\sqrt m}J_1(2\pi\sqrt m\,R)
\simeq\frac{\sqrt R}{\pi}\sum_{m\ge1}\frac{r_2(m)}{m^{3/4}}
\cos\!\left(2\pi\sqrt m\,R-\tfrac{3\pi}{4}\right).
$$

The second form uses $J_1(y)\simeq\sqrt{2/(\pi y)}\cos(y-3\pi/4)$. The series converges poorly, and treating it term by term is an asymptotic argument rather than a proof. Averaged over $R$, terms of different frequency do not interfere and each squared cosine gives $1/2$. For the plain rule the first error term dominates, so

$$
\text{rms}(S_{\rm tail}-S)\simeq\frac{C_1}{R^{5/2}},\qquad
C_1^2=\frac1{2\pi^2}\sum_m\frac{r_2(m)^2}{m^{3/2}} .
$$

For the corrected rule, integrating a rapidly oscillating cosine gives, to leading order,

$$
\int_R^\infty r^{-7/2}\cos(2\pi\sqrt m\,r-\tfrac{3\pi}{4})\,dr\simeq
-\frac{\sin(2\pi\sqrt m\,R-\tfrac{3\pi}{4})}{2\pi\sqrt m\,R^{7/2}} .
$$

The integration supplies another factor $1/(2\pi\sqrt m)$ and one more power of $1/R$ than the boundary term has:

$$
\text{rms}(S_{\rm count}-S)\simeq\frac{C_2}{R^{7/2}},\qquad
C_2=\frac{3}{2\pi^2}\left[\frac12\sum_m\frac{r_2(m)^2}{m^{5/2}}\right]^{1/2}.
$$

The predicted values are $C_1=1.594$ and $C_2=0.495$; the first series converges slowly, and cutting it at $m=10^6$ gives 1.592. Direct sums at many radii between 50 and 300 give 1.591 and 0.495.

## An independent reference value

Measuring these errors requires $S$ from a method without a cutoff circle. Define $\theta(t)=\sum_{i,j}e^{-\pi t(i^2+j^2)}$. The Fourier transform of a Gaussian is a Gaussian, and Poisson summation gives $\theta(t)=\theta(1/t)/t$. Since $\int_0^\infty t^{1/2}e^{-\pi mt}dt=\Gamma(3/2)(\pi m)^{-3/2}$,

$$
\pi^{-3/2}\Gamma(\tfrac32)S=\int_0^\infty t^{1/2}[\theta(t)-1]\,dt .
$$

Split the integral at $t=1$. On the lower part use

$$
\theta(t)-1=\frac{\theta(1/t)-1}{t}+\frac1t-1 .
$$

The last two terms integrate to $\int_0^1(t^{-1/2}-t^{1/2})dt=2-\frac23=\frac43$. In the other term substitute $u=1/t$, so that $t^{-1/2}dt$ becomes $u^{-3/2}du$ on $(1,\infty)$. With $E_\nu(y)=\int_1^\infty t^{-\nu}e^{-yt}dt$,

$$
\pi^{-3/2}\Gamma(\tfrac32)S=\frac43+\sum_{(i,j)\ne(0,0)}
\left[E_{-1/2}(\pi m)+E_{3/2}(\pi m)\right],\quad m=i^2+j^2 .
$$

The terms fall exponentially with $m$, and the result is $S=9.03362168$. Against it the two rules give these errors:

| $R$ | disc alone | plain tail | count-corrected |
|---|---|---|---|
| 5 | $-1.24$ | $1.6\times10^{-2}$ | $-3.9\times10^{-3}$ |
| 10 | $-0.63$ | $2.6\times10^{-3}$ | $-2.9\times10^{-4}$ |
| 30 | $-0.21$ | $-2.4\times10^{-4}$ | $-4.9\times10^{-6}$ |
| 100 | $-0.063$ | $1.0\times10^{-6}$ | $-4.7\times10^{-8}$ |

The plain rule looks too good at $R=100$, where its rms error is $1.6\times10^{-5}$. The difference between the last two columns is $\Delta/R^3$, which gives $\Delta(100)\approx1.1$; the rms value is $C_1\sqrt{100}\approx16$. This radius happens to enclose nearly the right number of sites. One fortunate radius is therefore no measure of accuracy.

## Self-consistent moments

Restore $a$. Let each site have a bare normal moment $p_0$ and a linear polarizability volume $\alpha$ along the normal. With orientation held fixed,

$$
p=p_0+\alpha E=p_0-xp,\qquad x=\frac{\alpha S}{a^3},\qquad
p=\frac{p_0}{1+x}.
$$

When $x\ll1$ the loss is $xp_0$. When $x\gg1$ the formula tends to $p_0a^3/(\alpha S)$, but stability fails before that limit is reached.

An error in $S$ enters the moment in reduced form. Differentiating $\ln p=\ln p_0-\ln(1+x)$ gives

$$
\frac{\delta p}{p}=-\frac{x}{1+x}\frac{\delta S}{S}.
$$

To examine stability, let the moments differ from site to site. The energy is

$$
U=\sum_i\frac{(p_i-p_0)^2}{2\alpha}+\frac12\sum_{i\ne j}\frac{p_ip_j}{r_{ij}^3},
$$

and $\partial U/\partial p_i=0$ reproduces the self-consistency equation. A modulation of wavevector $\mathbf k$ has stiffness $1/\alpha+S(\mathbf k)/a^3$, where $S(\mathbf k)$ is the lattice sum weighted by $\cos(\mathbf k\cdot\mathbf r)$. For a checkerboard of signs, the sites of equal sign form a square lattice of spacing $\sqrt2$ and contribute $S/2^{3/2}$. The others contribute $S-S/2^{3/2}$ with a minus sign. Hence

$$
S_{\min}=2\frac{S}{2^{3/2}}-S=\left(\frac1{\sqrt2}-1\right)S=-2.646 .
$$

A scan over a grid of wavevectors found its minimum at this mode and its maximum at the uniform mode; this is numerical evidence, not a proof. The normal response is then stable for $\alpha<0.378\,a^3$, or $x<3.41$.

If the sites can also polarize in the plane, a stricter condition applies. For uniform moments along the lattice direction $X$, the coupling is $\sum(3X^2/r^2-1)/r^3=(3/2-1)S=S/2$, since $X^2$ averages to $r^2/2$ by square symmetry. This field aids the moments. An isotropic site therefore needs at least $\alpha S/(2a^3)<1$, that is, $x<2$. This is necessary but not sufficient: if the rows along $X$ alternate in sign, the coupling rises from 4.52 to 5.10, and stability requires $x<1.77$.

## Iteration for imperfect lattices

The perfect lattice needs no iteration. With vacancies or unequal bare moments the coupled site equations can be solved directly or, for large systems, by iteration, and then the choice of update matters. Substituting the old moment into $p_0-xp$ multiplies a uniform error by $-x$, which converges only for $x<1$ even though the physical solution is stable beyond that point.

Let $T$ be the matrix of inverse-cube distances with zero diagonal. The mixed update is

$$
p\leftarrow p+\lambda\left[p_0-(1+\alpha T)p\right].
$$

An error mode with eigenvalue $s$ of $T$ is multiplied by $1-\lambda(1+\alpha s)$. The best $\lambda$ for the whole range makes the factors at $S_{\min}$ and $S$ equal and opposite. For $a=1$,

$$
\lambda=\frac{2}{2+\alpha(S+S_{\min})},\qquad
\rho=\frac{\alpha(S-S_{\min})}{2+\alpha(S+S_{\min})},
$$

where $\rho$ bounds the error factor per step. It is below one exactly when $1+\alpha S_{\min}>0$, the stability condition for the normal response. Removing sites does not widen the range of $s$: a vector on the remaining sites is a vector on the full lattice with zeros at the vacancies.

A disc with 2539 occupied sites, about a tenth of its sites vacant, was given random bare moments between 0.5 and 1.5 and $\alpha=0.15$. Here $\lambda=0.676$ and $\rho=0.592$. After 30 mixed steps the error relative to its starting size was $4\times10^{-9}$, below the bound $\rho^{30}=1.5\times10^{-7}$. Sixty plain steps enlarged it by a factor of $1.2\times10^4$.

A full disc also tests the infinite-lattice formula. Its central site lacks the depolarizing field $2\pi p/R$ of the absent exterior. This acts as an additional bare moment $2\pi\alpha p/R$, which the slowly varying response reduces by $1+x$. To leading order,

$$
\frac{p_{\rm centre}}{p}=1+\frac{2\pi\alpha}{R(1+x)} .
$$

For 2821 sites and $\alpha=0.15$, a direct linear solution gives $p_{\rm centre}/p_0=0.4302$. The formula gives 0.4303, and the infinite lattice 0.4246. The edge shift is thus resolved, although it is only 1.3 percent.

## From moment to potential step

Averaged over the plane, the potential at $z>0$ is

$$
\frac{1}{a^2}\int_0^\infty\frac{pz\,2\pi r\,dr}{(r^2+z^2)^{3/2}}
=\frac{2\pi p}{a^2}\left[-\frac{z}{\sqrt{r^2+z^2}}\right]_0^\infty=\frac{2\pi p}{a^2}.
$$

Below the sheet the sign reverses, so the step is $\Delta V=4\pi p/a^2$. In SI units it is $pn/\varepsilon_0$ with density $n=1/a^2$, while $x$ is unchanged.

At fixed $p_0$ and $\alpha$, $x$ grows as $n^{3/2}$ and $\Delta V\propto n/(1+x)$. Setting the derivative to zero gives $1+x-\frac32x=0$, so the step has a maximum at $x=2$. This is stable for purely normal polarizability, but isotropic sites are not stable there, since they fail the necessary condition $x<2$.

## Silanol groups on a damaged low-k surface

Plasma damage to a porous organosilicate film can replace methyl groups by silanol groups, to which water binds. Take rough model values: $n=5$ nm$^{-2}$, $p_0=1$ D along the normal, and $\alpha=0.002$ nm$^3$. Then

$$
a=5^{-1/2}=0.447\ \text{nm},\qquad
\frac{S}{a^3}=101.0\ \text{nm}^{-3},\qquad x=0.002\times101.0=0.202 .
$$

Plain iteration converges here: 1.000, 0.798, 0.839, 0.831, 0.832 D. The closed form gives $p=1/1.202=0.832$ D, or 0.327 atomic units. The step falls from 1.88 V to $1.88/1.202=1.57$ V.

A disc of radius $10a$ without a tail has $\delta S/S=-6.9$ percent. The factor $x/(1+x)=0.168$ turns this into an error of 1.2 percent in the step. With the plain tail, $R=5a$ leaves an error of 0.03 percent; that radius is a favourable one, and for radii between $4.5a$ and $5.5a$ the error is 0.06 percent rms and at most 0.15 percent. At the same $p_0$ and $\alpha$ but 1 nm$^{-2}$, depolarization lowers the step from 0.377 to 0.370 V; at 2.5 nm$^{-2}$, from 0.942 to 0.879 V. The maximum at 23 nm$^{-2}$ is far above the silanol density assumed here and has no practical meaning for this surface.

Several of the approximations can be sized one at a time, with the other settings fixed:

- **Dipole length.** Charges 0.10 nm apart replace $1/r^3$ by $(2/d^2)[1/r-1/\sqrt{r^2+d^2}]$, the field averaged along the length $d$. The step rises by 0.3 percent.
- **Film polarization.** For a sharp dielectric of $k=3$, 0.15 nm below the dipoles, each image has strength $(k-1)/(k+1)=1/2$ and points the same way. The step rises by 2.9 percent.
- **Arrangement.** A hexagonal lattice of equal density raises it by 0.3 percent. For irregular sites, a rough estimate assumes a uniform average density beyond a closest approach $c=0.26$ nm. The mean coupling is then $2\pi n/c$, which lowers the step by 3.2 percent. No real arrangement has exactly this distribution at 5 nm$^{-2}$: the variance of the number of sites in a large area, divided by the mean number, would be $1-\pi nc^2=-0.06$, and a variance cannot be negative. Adding sites one by one at random, with the same closest approach, crowds more pairs near contact and lowers the step by about 4.7 percent.
- **Pore curvature.** On a sphere of radius $\rho_p$, radial dipoles a chord $r$ apart couple as $(1+r^2/4\rho_p^2)/r^3$, and the area element is $2\pi r\,dr$. Integration from $c$ to $2\rho_p$ gives $2\pi n[1/c-c/(4\rho_p^2)]$. The cutoff $c=2\pi a/S=0.311$ nm reproduces the planar sum. For $\rho_p=1$ nm this continuum estimate raises the step by 0.4 percent; the exact figure depends on how the sites are arranged on the sphere.

Orientation is the more serious assumption. The depolarizing field at a site is 25 MV/cm, and $p_0|E|$ is $2.0\,kT$ at 300 K. Freely turning dipoles would not stay aligned against it, so the model needs chemical anchoring. This is a local field at molecular scale and should not be compared with a breakdown field averaged over a film.

Moisture adds dipoles that can turn. Consider independent water molecules, 0.5 nm$^{-2}$, with moment 1.9 D and 0.30 nm above silanol sites. The silanol field there is 8.5 MV/cm, giving $u=1.9\ \text{D}\times E/kT=1.30$. Boltzmann averaging gives a mean cosine $\coth u-1/u=0.39$ and an added step of 0.14 V, or 9 percent. This value and those below hold the silanol moments fixed; letting them respond to the water through their polarizability raises the mean cosine at 0.30 nm to 0.43 and the added step to 0.16 V, about 10 percent. The value depends strongly on position. Directly above the sites it falls from 0.24 V at a height of 0.25 nm to 0.07 V at 0.35 nm. Over the centre of a lattice square the field is reversed, and for water spread evenly at 0.30 nm the contributions nearly cancel. Hydrogen bonds, omitted here, may impose another orientation. Complete alignment either way would change the step by $0.377\times0.5\times1.9=0.36$ V, about 23 percent, before any mutual depolarization.

Five groups per square nanometre is roughly a fully hydroxylated silica surface; an intact, methyl-terminated low-k film has far fewer. The moment and polarizability are rough assumptions as well. Real silanols also tilt and bond to one another: if the mean normal moment were half the assumed value, the step would halve to 0.78 V. On a closed spherical pore with uniform coverage the radial moments cancel in total, so the calculated step lies between wall and pore interior and is not a voltage shift between electrodes.

## Computed results

```
Lattice sum S (reference, a=1): 9.03362168
R/a | disc sum | with tail 2pi/R | count-corrected
   5 | 7.792795 | 9.049432 | 9.029750
     errors: -1.24e+00 | 1.58e-02 | -3.87e-03
  10 | 8.407855 | 9.036173 | 9.033333
     errors: -6.26e-01 | 2.55e-03 | -2.89e-04
  30 | 8.823939 | 9.033378 | 9.033617
     errors: -2.10e-01 | -2.43e-04 | -4.93e-06
 100 | 8.970791 | 9.033623 | 9.033622
     errors: -6.28e-02 | 1.03e-06 | -4.67e-08
Strict bound on tail-rule error at R=100: 1.11e-03
rms error*R^2.5, tail rule: 1.5906, predicted 1.5916
rms error*R^3.5, corrected: 0.4955, predicted 0.4952
Checkerboard sum (a=1): -2.64589; phased disc sum -2.64584
Stability limit alpha/a^3: 0.3779; as x: 3.4142
Test disc: 2821 sites, alpha/a^3 = 0.15
  centre p/p0 0.43019, predicted 0.43029, infinite 0.42462
Disordered disc: 2539 sites, mixing 0.6761, rate 0.5922
  error ratio after 30 mixed steps 3.95e-09, bound 1.50e-07
  error ratio after 60 plain steps 1.22e+04
EXAMPLE: density 5.0 nm^-2, p0 1.0 D, alpha 0.002 nm^3
Spacing a: 0.4472 nm; S/a^3: 101.00 nm^-3; x: 0.2020
Iterates of p (D): 1.0000, 0.7980, 0.8388, 0.8306, 0.8322, 0.8319
Self-consistent p: 0.8319 D = 0.3273 e*bohr
Depolarizing field: 25.19 MV/cm
Potential step: bare 1.8837 V, self-consistent 1.5671 V
Density 1.0 nm^-2: x 0.0181, bare 0.3767 V, step 0.3700 V
Density 2.5 nm^-2: x 0.0714, bare 0.9418 V, step 0.8790 V
Density of largest step: 23.05 nm^-2, step there 2.895 V
NEGLECTED EFFECTS, each alone: step (V), change (%)
  dipole length 0.1 nm: 1.5725 V, +0.34 %
  images, k=3.0, height 0.15 nm: 1.6127 V, +2.91 %
  hexagonal lattice, same density: 1.5712 V, +0.26 %
  irregular, closest 0.26 nm: 1.5170 V, -3.19 %
  pore radius 1.0 nm: 1.5735 V, +0.41 %
Hexagonal sum: 11.0342; at equal density 8.8927
Continuum cutoff that reproduces S: 0.3111 nm = 0.6955 a
p0*field/kT at 300 K: 2.029; kT 0.02585 eV
Water: 1.9 D, 0.3 nm above site, 0.5 nm^-2
  field 8.48 MV/cm, energy/kT 1.298, mean cosine 0.391
  added step 0.1398 V, 8.92 % of the step
```
